# Generalized Oscillator Strengths of Hydrogen and the Bethe Sum Rule: test program

```python
"""
Generalized oscillator strengths (GOS) of hydrogen, Hartree atomic units.

Definition:  f_n(q) = 2 (E_n - E_1s) |<n| exp(i q z) |1s>|^2 / q^2
Results under test:
    f_2p(q) = 54 / (q^2 + 9/4)^6
    f_2s(q) = 24 q^2 / (q^2 + 9/4)^6   (proportional to q^2 at small q)
    sum of f_n(q) over all bound and continuum states = 1 for every q
Symbols: q momentum transfer, r electron-nucleus distance, l angular
momentum, u(r) = r R(r) reduced radial function. The nucleus is fixed.
The closed forms are compared with quadrature of the full orbitals, and the
sum rule with diagonalization of the Hamiltonian for each l.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import (eval_genlaguerre, gammaln, roots_legendre,
                           spherical_jn, zeta)

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10
GAP = 0.5 - 0.5 / 2**2


def gos_2p(q):
    return 54 / (q**2 + 9 / 4)**6


def gos_2s(q):
    return 24 * q**2 / (q**2 + 9 / 4)**6


# ---- Quadrature of the full orbitals in r and cos(theta) ----
nodes, weights = roots_legendre(220)
rad = 25 * (nodes + 1)
rad_w = 25 * weights
cosine, cosine_w = roots_legendre(120)
R2, C2 = np.meshgrid(rad, cosine, indexing="ij")
VOLUME = 2 * np.pi * np.outer(rad_w * rad**2, cosine_w)
PSI_1S = np.exp(-R2) / np.sqrt(np.pi)
PSI_2S = (2 - R2) * np.exp(-R2 / 2) / (4 * np.sqrt(2 * np.pi))
PSI_2P = R2 * C2 * np.exp(-R2 / 2) / (4 * np.sqrt(2 * np.pi))


def amplitude(final, q):
    return np.sum(VOLUME * final * PSI_1S * np.exp(1j * q * R2 * C2))


def direct_gos(final, q):
    return 2 * GAP * abs(amplitude(final, q))**2 / q**2


for orbital in (PSI_1S, PSI_2S, PSI_2P):
    assert abs(np.sum(VOLUME * orbital**2) - 1) < 1e-9
for q in (0.05, 0.3, 1.0, 2.0, 4.0):
    assert np.isclose(direct_gos(PSI_2P, q), gos_2p(q), rtol=1e-7, atol=0)
    assert np.isclose(direct_gos(PSI_2S, q), gos_2s(q), rtol=1e-7, atol=0)
    # The phases of the amplitudes are part of the derivation too.
    denominator = (q**2 + 9 / 4)**3
    assert abs(amplitude(PSI_2P, q)
               - 6j * np.sqrt(2) * q / denominator) < 1e-9
    assert abs(amplitude(PSI_2S, q)
               - 4 * np.sqrt(2) * q**2 / denominator) < 1e-9

# ---- Small-q law and its origin in the r^2 matrix element ----
exponent = np.log2(direct_gos(PSI_2S, 0.02) / direct_gos(PSI_2S, 0.01))
assert abs(exponent - 2) < 2e-3     # next term of the expansion in q^2
r2_element = np.sum(VOLUME * PSI_2S * R2**2 * PSI_1S)
assert abs(r2_element + 512 * np.sqrt(2) / 243) < 1e-9
coefficient = 2 * GAP * (r2_element / 6)**2
assert abs(coefficient - 24 * (4 / 9)**6) < 1e-9
z_element = np.sum(VOLUME * PSI_2P * R2 * C2 * PSI_1S)
optical_strength = 2 * GAP * z_element**2
assert abs(optical_strength - gos_2p(0.0)) < 1e-9

# ---- Peak of the 2s strength and crossing with the 2p strength ----
peak = minimize_scalar(lambda q: -direct_gos(PSI_2S, q), bounds=(0.3, 1.2),
                       method="bounded", options={"xatol": 1e-8})
assert abs(peak.x - np.sqrt(9 / 20)) < 1e-5
q_cross = 1.5
assert np.isclose(direct_gos(PSI_2S, q_cross), direct_gos(PSI_2P, q_cross),
                  rtol=1e-7, atol=0)
assert direct_gos(PSI_2S, 1.4) < direct_gos(PSI_2P, 1.4)
assert direct_gos(PSI_2S, 1.6) > direct_gos(PSI_2P, 1.6)

# ---- Diagonalization of H in an orthonormal Laguerre basis, each l ----
BASIS_SIZE, L_MAX, RADIUS, POINTS = 60, 20, 500.0, 1100
nodes, weights = roots_legendre(POINTS)
r = RADIUS * (nodes + 1) / 2
w = RADIUS * weights / 2
u_1s = 2 * r * np.exp(-r)


def radial_eigenstates(l):
    k = np.arange(BASIS_SIZE)[:, None]
    alpha = 2.0 * l + 2
    envelope = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + alpha + 1))
                      + (l + 1) * np.log(r) - r / 2)
    basis = envelope * eval_genlaguerre(k, alpha, r)
    lower = eval_genlaguerre(np.maximum(k - 1, 0), alpha + 1, r) * (k > 0)
    slope = ((l + 1) / r - 0.5) * basis - envelope * lower
    potential = l * (l + 1) / (2 * r**2) - 1 / r
    hamiltonian = (0.5 * (slope * w) @ slope.T
                   + (basis * (w * potential)) @ basis.T)
    energies, vectors = eigh(hamiltonian)
    return energies, vectors.T @ basis


states = [radial_eigenstates(l) for l in range(L_MAX + 1)]
ground_energy = states[0][0][0]
assert abs(ground_energy + 0.5) < 1e-8


def spectrum(q):
    """Energies, squared amplitudes and strengths, one row for each l."""
    energies = np.array([state[0] for state in states])
    squares = np.array([(2 * l + 1)
                        * (u @ (w * spherical_jn(l, q * r) * u_1s))**2
                        for l, (_, u) in enumerate(states)])
    return energies, squares, 2 * (energies - ground_energy) * squares / q**2


# ---- Exact bound shells, with an n^-3 tail beyond the last shell ----
def shell_strength(n, q):
    total = 0.0
    x = 2 * r / n
    for l in range(n):
        norm = np.exp(0.5 * (gammaln(n - l) - gammaln(n + l + 1))) / n
        u = (norm * x**(l + 1) * np.exp(-x / 2)
             * eval_genlaguerre(n - l - 1, 2.0 * l + 1, x))
        overlap = np.sum(w * u * spherical_jn(l, q * r) * u_1s)
        total += (2 * l + 1) * overlap**2
    return 2 * (0.5 - 0.5 / n**2) * total / q**2


def higher_bound_strength(q, last=12):
    shells = [shell_strength(n, q) for n in range(3, last + 1)]
    return sum(shells) + shells[-1] * last**3 * zeta(3, last + 1)


rows = []
for q in (0.1, 0.5, 1.0, 2.0):
    energies, squares, strengths = spectrum(q)
    total = strengths.sum()
    # Finite basis and finite L_MAX set these tolerances.
    assert abs(total - 1) < 2e-5
    assert abs(squares.sum() - 1) < 2e-5
    assert np.isclose(strengths[0, 1], gos_2s(q), rtol=1e-5, atol=0)
    assert np.isclose(strengths[1, 0], gos_2p(q), rtol=1e-5, atol=0)
    higher = higher_bound_strength(q)
    continuum = total - gos_2p(q) - gos_2s(q) - higher
    # One discrete level near threshold can straddle zero energy.
    assert abs(continuum - strengths[energies > 0].sum()) < 4e-3
    rows.append((q, gos_2p(q), gos_2s(q), higher, continuum, total,
                 strengths[:2].sum()))

# ---- Numbers for the text ----
print(f"Transition energy to n=2: {GAP:.4f} hartree")
print(f"  the same: {GAP * HARTREE_EV:.3f} eV")
print(f"Optical limit f_2p(0): {optical_strength:.5f} (no unit)")
print(f"Matrix element <2p|z|1s>: {z_element:.5f} bohr")
print(f"Matrix element <2s|r^2|1s>: {r2_element:.5f} bohr^2")
print(f"Coefficient of q^2 in f_2s: {coefficient:.5f} bohr^2")
print(f"Exponent of f_2s, q from 0.01 to 0.02 1/bohr: {exponent:.4f}")
print(f"Peak of f_2s at q = {peak.x:.4f} 1/bohr")
print(f"  the same: {peak.x / BOHR_ANGSTROM:.4f} 1/angstrom")
print(f"Height of that peak: {-peak.fun:.5f} (no unit)")
print(f"f_2s = f_2p at q = {q_cross:.2f} 1/bohr")
print(f"  common value there: {gos_2p(q_cross):.5f} (no unit)")
print(f"Basis functions for each l: {BASIS_SIZE}; largest l: {L_MAX}")
print("Strengths (no unit), q in 1/bohr; continuum = total - bound")
print("   q      f_2p     f_2s   bound n>=3  continuum   total")
for q, p, s, higher, continuum, total, _ in rows:
    print(f"{q:5.2f}  {p:8.5f} {s:8.5f}  {higher:8.4f}"
          f"   {continuum:8.4f}  {total:8.5f}")
print("Part of the total from l = 0 and l = 1 only (no unit)")
for row in rows:
    print(f"  q = {row[0]:.2f} 1/bohr: {row[-1]:.5f}")
print("no test failed")
```

Printed output:

```
Transition energy to n=2: 0.3750 hartree
  the same: 10.204 eV
Optical limit f_2p(0): 0.41620 (no unit)
Matrix element <2p|z|1s>: 0.74494 bohr
Matrix element <2s|r^2|1s>: -2.97974 bohr^2
Coefficient of q^2 in f_2s: 0.18498 bohr^2
Exponent of f_2s, q from 0.01 to 0.02 1/bohr: 1.9988
Peak of f_2s at q = 0.6708 1/bohr
  the same: 1.2677 1/angstrom
Height of that peak: 0.02788 (no unit)
f_2s = f_2p at q = 1.50 1/bohr
  common value there: 0.00650 (no unit)
Basis functions for each l: 60; largest l: 20
Strengths (no unit), q in 1/bohr; continuum = total - bound
   q      f_2p     f_2s   bound n>=3  continuum   total
 0.10   0.40527  0.00180    0.1493     0.4437   1.00000
 0.50   0.22118  0.02458    0.1329     0.6213   1.00000
 1.00   0.04582  0.02037    0.0516     0.8822   1.00000
 2.00   0.00091  0.00161    0.0022     0.9953   1.00000
Part of the total from l = 0 and l = 1 only (no unit)
  q = 0.10 1/bohr: 0.99340
  q = 0.50 1/bohr: 0.86735
  q = 1.00 1/bohr: 0.66041
  q = 2.00 1/bohr: 0.38820
no test failed
```
